Threshold energy of direct Auger recombination in isotropic bands

**Problem**

In a semiconductor with many conduction electrons, an electron can recombine with a hole and hand the released energy to a second conduction electron, which is ejected high into the conduction band. Consider this electron-electron-hole Auger event in a direct-gap crystal with isotropic parabolic bands,

E_c(k) = Eg + ħ²k²/2m_c,

E_v(k) = −ħ²k²/2m_v,

where Eg > 0 is the gap and the zero of energy is the top of the valence band. The two electrons and the hole are free carriers. The event is direct: no phonon, impurity or reciprocal lattice vector takes up momentum. Let K be the total kinetic energy of the two electrons and the hole before the event, and E′ the kinetic energy of the ejected electron, measured from the conduction band edge.

(a) Write the conservation laws in terms of the electrons and the hole. Can three carriers at rest recombine in this way?

(b) For m_c = m_v = m, find the smallest possible K, the wavevectors at which it occurs, and E′ there.

(c) Repeat for m_c ≠ m_v.

(d) Return to equal masses, but let the kinetic energy e of a carrier in either band obey

e(1 + s e/Eg) = ħ²k²/2m, with 0 ≤ s ≤ 1.

How does the threshold depend on s? Show that two bands coupled only to each other correspond to s = 1.

(e) Evaluate (b) for zone-centre electrons and light holes in germanium at 300 K, with the rough values Eg = 0.80 eV and m = 0.04 m0, where m0 is the free-electron mass. Judge whether the result can serve as a threshold for the real crystal.

**Solution**

**(a) Conservation laws**

Let the conduction electrons have wavevectors k1 and k2. One of them drops into an empty valence state of wavevector k_v; the other ends in the conduction band with wavevector k′. Conservation of momentum and energy for the two electrons reads

k1 + k2 = k_v + k′,

E_c(k1) + E_c(k2) = E_v(k_v) + E_c(k′).

A valence band with one empty state at k_v has total wavevector −k_v, because the full band has total wavevector zero. The hole therefore has

k_h = −k_v,

and its kinetic energy is −E_v(k_v) = ħ²k_h²/2m_v, which is positive. The momentum law becomes

k′ = k1 + k2 + k_h.

Inserting the bands into the energy law gives

2Eg + ħ²k1²/2m_c + ħ²k2²/2m_c = −ħ²k_h²/2m_v + Eg + E′.

Moving the hole term to the left and subtracting Eg from both sides leaves

E′ = Eg + K,

K = ħ²k1²/2m_c + ħ²k2²/2m_c + ħ²k_h²/2m_v.

The ejected electron carries the gap energy and all the kinetic energy of the three initial carriers. It also carries their total momentum.

If all three are at rest, then K = 0 and energy conservation demands E′ = Eg. Momentum conservation demands k′ = 0, hence E′ = 0. The two demands conflict, so carriers at the band edges cannot recombine by this direct route. They must bring momentum, and momentum costs kinetic energy. The threshold is the least cost.

**(b) Equal masses**

Since K is a sum of squares and E′ involves the square of a sum, compare the two. Expanding the square gives

|k1 + k2 + k_h|² = k1² + k2² + k_h² + 2(k1·k2 + k1·k_h + k2·k_h).

The squared differences add up to

|k1 − k2|² + |k1 − k_h|² + |k2 − k_h|² = 2(k1² + k2² + k_h²) − 2(k1·k2 + k1·k_h + k2·k_h).

Adding the two equations cancels the scalar products:

|k′|² + |k1 − k2|² + |k1 − k_h|² + |k2 − k_h|² = 3(k1² + k2² + k_h²).

Multiply by ħ²/2m and define

D = (ħ²/2m)(|k1 − k2|² + |k1 − k_h|² + |k2 − k_h|²) ≥ 0.

Then momentum conservation says

E′ = 3K − D.

Energy conservation says E′ = Eg + K. Equating the two expressions gives 2K = Eg + D, so every allowed event satisfies

K = Eg/2 + D/2,

E′ = 3Eg/2 + D/2.

The smallest K belongs to D = 0, which requires k1 = k2 = k_h. This choice can be realized: give each carrier the kinetic energy Eg/6. Then K = Eg/2, the total wavevector is three times that of one carrier, and the ejected electron has 9 × Eg/6 = 3Eg/2, which equals Eg + K. Both laws hold, so the bound is reached:

K_min = Eg/2,

E′ = 3Eg/2 at threshold.

The common direction is arbitrary. Because D ≥ 0 for any three vectors, this is the global minimum.

The transfer between the two electrons can be followed in detail. Call the common wavevector k. The recombining electron goes from k to the valence state k_v = −k, so it gives up momentum 2ħk and energy

Eg/6 + Eg + Eg/6 = 4Eg/3.

The other electron goes from k to 3k and gains 2ħk. Its energy rises from Eg/6 to 3Eg/2, a gain of 4Eg/3. Since both electrons start with the same wavevector in the same band, they must have opposite spins.

The equation for K also prices any departure from equal sharing. Suppose one electron is at rest while the other electron and the hole have equal wavevectors and energy e each. Two of the three differences are then nonzero, so D = 2e. With K = 2e, the relation K = Eg/2 + D/2 gives 2e = Eg/2 + e, hence e = Eg/2, K = Eg and E′ = 2Eg. Leaving one electron idle doubles the initial kinetic energy needed.

The reverse process is impact ionization, in which a fast electron creates an electron-hole pair. It obeys the same two laws, so in this model its threshold kinetic energy is also 3Eg/2.

**(c) Unequal masses**

A Lagrange multiplier shows what takes the place of equal wavevectors. Minimize K subject to E′(k′) − Eg − K = 0 with multiplier μ. The derivative of a carrier's energy with respect to ħk is its velocity. Varying the wavevector of carrier i changes K through its velocity v_i and E′ through the velocity v′ of the ejected electron. The stationarity condition is

v_i − μ(v′ − v_i) = 0, or (1 + μ)v_i = μv′.

The value μ = −1 would require v′ = 0 and hence E′ = 0, which contradicts E′ = Eg + K. So v_i = μv′/(1 + μ) for all three carriers: they share one velocity. For parabolic bands this means that k_i/m_i is common.

To prove that this point is the minimum, write m_1 = m_2 = m_c, m_3 = m_v, k_3 = k_h and M = 2m_c + m_v. The identity of part (b) generalizes to

M Σ k_i²/m_i − |Σ k_i|² = Σ_(i<j) m_i m_j |k_i/m_i − k_j/m_j|² ≥ 0.

It can be checked pair by pair. In the product M Σ k_i²/m_i, the terms with equal indices give Σ k_i², which cancels the squares in |Σ k_i|². For each pair i < j there remains

m_j k_i²/m_i + m_i k_j²/m_j − 2k_i·k_j,

which is m_i m_j |k_i/m_i − k_j/m_j|².

Since Σ k_i²/m_i = 2K/ħ², the inequality gives |k′|² ≤ 2MK/ħ². Multiplying by ħ²/2m_c,

E′ ≤ (M/m_c)K.

With E′ = Eg + K this becomes

Eg ≤ [(2m_c + m_v)/m_c − 1]K = [(m_c + m_v)/m_c]K.

Equality holds for equal velocities, so

K_min = Eg m_c/(m_c + m_v),

E′ = Eg + K_min = Eg(2m_c + m_v)/(m_c + m_v).

For m_c = m_v these return Eg/2 and 3Eg/2. For a very heavy hole K_min tends to zero and E′ to Eg, because the hole can supply momentum at almost no cost in energy. For a very light hole K_min tends to Eg and E′ to 2Eg: the hole contributes almost no momentum, and the two electrons have to supply it. The factor 1.5 therefore belongs to equal masses.

**(d) Bands that bend away from the parabola**

The case s = 0 is part (b). For s > 0, solving the given relation for the positive root gives

e(k) = (Eg/2s)[√(1 + |x|²) − 1], with x = k √(2sħ²/(mEg)).

The square root is the length of the vector (1, x). By the triangle inequality, the lengths of three such vectors add up to at least the length of their sum:

Σ √(1 + |x_i|²) ≥ √(9 + |Σ x_i|²) = 3√(1 + |Σ x_i/3|²).

Subtracting 3 and multiplying by Eg/2s turns this into

K ≥ 3ε, with ε = e(k′/3).

For a given total momentum, equal sharing is again the cheapest choice.

Now impose energy conservation. The ejected wavevector k′ is three times the wavevector belonging to ε, so its square is nine times larger:

E′(1 + sE′/Eg) = 9ε(1 + sε/Eg).

Because E′ = Eg + K ≥ Eg + 3ε and the left side increases with E′,

(Eg + 3ε) + s(Eg + 3ε)²/Eg ≤ 9ε + 9sε²/Eg.

Expanding the square on the left gives

Eg + 3ε + sEg + 6sε + 9sε²/Eg ≤ 9ε + 9sε²/Eg.

The quadratic terms cancel, and what remains is

Eg(1 + s) ≤ 6ε(1 − s).

For s < 1 this bounds ε from below, and equal sharing reaches the bound:

K_min = 3ε = Eg(1 + s)/[2(1 − s)],

E′ = Eg + K_min = Eg(3 − s)/[2(1 − s)].

At s = 0 the parabolic result returns. For small s, K_min ≈ (Eg/2)(1 + 2s). At s = 0.5 it has already tripled, to 1.5Eg. At s = 1 the condition reads 2Eg ≤ 0, which no event can satisfy: the direct process is forbidden at every initial energy.

The case s = 1 arises when two bands interact only with each other. With energies measured from mid-gap and a coupling βk, the two-band matrix has diagonal elements ±Eg/2 and off-diagonal elements βk. Its eigenvalues are ±√(Eg²/4 + β²k²). The kinetic energy in either band is

e = √(Eg²/4 + β²k²) − Eg/2.

Adding Eg/2 and squaring gives e² + eEg = β²k², or

e(1 + e/Eg) = β²k²/Eg.

This is the assumed relation with s = 1 and ħ²/2m = β²/Eg. The coupling that makes both masses light and equal also bends both bands. For equal sharing, the energy available to bridge the gap is

e(3k) − 3e(k) = (Eg/2s)[√(1 + 9|x|²) − 3√(1 + |x|²) + 2].

It rises with k towards Eg/s but never reaches this limit, because √(1 + 9|x|²) is smaller than 3√(1 + |x|²). For s < 1 the limit exceeds Eg, so a large enough k suffices. For s = 1 the limit is Eg itself, and the available energy always falls short.

**(e) Germanium numbers**

Zone-centre electrons and light holes in germanium have small, nearly equal and nearly isotropic masses, which is why they suit part (b). For Eg = 0.80 eV,

K_min = 0.80 eV/2 = 0.40 eV,

energy of each carrier = 0.80 eV/6 = 0.133 eV,

E′ = 1.5 × 0.80 eV = 1.20 eV.

Each initial carrier has the wavevector

k = √(2 × 0.04 m0 × 0.133 eV)/ħ = 0.374 nm⁻¹

and the velocity ħk/m = 1.08 × 10⁸ cm/s. The ejected electron has k′ = 3k = 1.12 nm⁻¹. The distance from the zone centre to the L point is √3π/a, where a is the cubic lattice constant. For germanium this is about 9.6 nm⁻¹, so the event stays well inside the zone. This does not make the parabola valid there: toward L the real conduction band turns over and descends to the L minimum, so a final state 1.2 eV above the zone-centre edge need not exist in that direction.

When the carriers are non-degenerate, the occupation probabilities of the three initial states multiply to exp(−K/kT) times a factor that depends on the temperature, the band masses and the densities of zone-centre electrons and light holes. Here k in kT is Boltzmann's constant. At 300 K, kT = 0.02585 eV, so

K_min/kT = 0.400/0.02585 = 15.5,

exp(−K_min/kT) = 1.9 × 10⁻⁷.

This factor is not the recombination rate, which also needs the matrix element and the number of allowed states.

Two corrections are mild. With a rough low-temperature gap of 0.89 eV the threshold is 0.445 eV. The light-hole mass varies with direction, roughly from 0.040 to 0.046 m0. Putting the upper value into the formula of part (c) lowers K_min from 0.40 to 0.37 eV.

Band bending is not mild. The light masses come largely from the coupling between these two bands. If only this coupling is kept, s = 1, where part (d) gives no threshold at all. The pure two-band model omits the free-electron energy ħ²k²/2m0, which raises both bands. Including it gives masses of 0.0385 m0 for the electron and 0.0417 m0 for the hole, still nearly equal. It also adds to the balance E′ − Eg − K the amount

(ħ²/2m0)(k′² − k1² − k2² + k_h²).

The hole term is positive because raising the valence band lowers the hole's energy. For equal wavevectors k the bracket is 9k² − k² − k² + k² = 8k², which helps the event. In the pure model the shortfall for equal sharing shrinks as k grows, so a threshold reappears. A numerical minimization with collinear wavevectors and equal electrons, at moderate k where the model's valence band still falls, puts it at K = 1.34 eV and E′ = 2.14 eV. This is more than three times the parabolic value of K. At this minimum the hole carries about 0.85 eV, while the split-off valence band, which this model omits, lies only about 0.29 eV below the valence edge and flattens the real light-hole band at such energies. A flatter hole band supplies momentum more cheaply, so the real threshold can lie well below 1.3 eV and depends on direction. The value 1.3 eV shows how sensitive the threshold is to the shape of the bands and is not a prediction for germanium.

Germanium also has heavy holes, with a mass of roughly 0.30 m0. For parabolic bands part (c) gives

K_min = 0.80 eV × 0.04/(0.04 + 0.30) = 0.094 eV.

If the electrons follow the pure two-band relation while the heavy hole stays parabolic, numerical minimization gives 0.26 eV. In these models the heavy-hole route therefore opens well below the light-hole route, whether or not the electron band is bent. The heavy-hole mass depends strongly on direction, roughly from 0.20 m0 along ⟨100⟩ to 0.50 m0 along ⟨111⟩; putting these into the formula of part (c) gives 0.13 and 0.06 eV, and with pure two-band electrons they give 0.44 and 0.14 eV. A low threshold does not guarantee a strong process: for collinear wavevectors along ⟨100⟩ or ⟨111⟩, symmetry makes the overlap between the conduction and heavy-hole states vanish.

The starting population matters as well. The conduction band minimum of germanium lies at L, about 0.14 eV below the zone-centre edge. With a rough density-of-states mass of 0.55 m0 for all L valleys together, Boltzmann statistics at 300 K give the ratio of zone-centre to L electrons:

(0.04/0.55)^(3/2) exp(−0.14/0.02585) ≈ 9 × 10⁻⁵.

In equilibrium, then, only about one electron in ten thousand is in the valley treated here. At a fixed, non-degenerate total electron density, the two zone-centre electrons therefore bring a further factor exp(−2 × 0.14 eV/kT) on top of exp(−K/kT). Events that start from L electrons obey different momentum conditions. Phonon-assisted events relax the momentum condition altogether, so the argument of part (a) does not exclude them even for carriers at the band edges.

Degeneracy becomes a concern at high doping. For the Fermi level to reach the threshold electron energy it must lie 0.14 + 0.133 = 0.273 eV above the L edge. In the parabolic, zero-temperature estimate this takes 2.6 × 10²⁰ electrons per cm³ in the L valleys alone. The Δ valleys, roughly 0.19 eV above L, are then occupied as well, so the total density needed is larger, roughly 4 to 6 × 10²⁰ per cm³ depending on their mass and offset. As long as the Fermi level stays several kT below the threshold electron energy and the holes are non-degenerate, the factor exp(−K/kT) keeps its form at threshold, even if the L electrons are already degenerate. Only the factor in front of it then depends on the electron density in a less simple way.

The value 0.40 eV is thus the threshold of the equal-mass parabolic model with germanium-like parameters. It should not be used as an activation energy for Auger recombination in germanium: the light-hole threshold depends strongly on band bending (the two-band model with the free-electron term moves it above 1 eV, but that model omits the nearby split-off band), heavy holes offer a lower one in the models used here, and most electrons start from another valley. The computed values are collected in the numerical output below.

Values computed for the example and the checks

```
Rough input: direct gap at 300 K = 0.80 eV
Rough input: direct gap near 0 K = 0.89 eV
Rough input: electron and light-hole mass = 0.04 m0
Rough input: heavy-hole mass = 0.30 m0
Rough input: light-hole range = 0.040 to 0.046 m0
Rough input: L edge below zone-centre edge = 0.14 eV
Rough input: L density-of-states mass = 0.55 m0
Rough input: lattice constant = 0.566 nm
Temperature = 300 K, kT = 0.02585 eV
Full search: least K / Eg = 0.50000
Full search: ejected energy / Eg = 1.50000
Random events allowed = 136175
Random events: smallest K / Eg = 0.5089
Threshold K = 0.4000 eV
Kinetic energy of each carrier = 0.1333 eV
Ejected electron kinetic energy = 1.2000 eV
Wavevector of each carrier = 0.3741 1/nm
Wavevector of ejected electron = 1.1224 1/nm
Distance from zone centre to L = 9.61 1/nm
Velocity of each initial carrier = 1.083e+08 cm/s
K / kT = 15.47
exp(-K/kT) = 1.91e-07
Threshold K with the cold gap = 0.4450 eV
Threshold K, light-hole mass 0.040 m0 = 0.4000 eV
Threshold K, light-hole mass 0.046 m0 = 0.3721 eV
Heavy hole, parabolic: K = 0.0941 eV
Heavy hole, parabolic: ejected energy = 0.8941 eV
Heavy hole, two-band electrons: K = 0.2560 eV
Bent bands, s = 0.1: K / Eg = 0.6111
Bent bands, s = 0.3: K / Eg = 0.9286
Bent bands, s = 0.5: K / Eg = 1.5000
Pure two-band model: best energy balance on the grid = -0.1109 eV (negative: not allowed)
Two-band plus free term: electron mass = 0.0385 m0
Two-band plus free term: hole mass = 0.0417 m0
Two-band plus free term: K = 1.343 eV
Two-band plus free term: ejected energy = 2.143 eV
Two-band plus free term: ejected wavevector = 2.58 1/nm
Fraction of electrons at zone centre = 8.72e-05
L electron density filling up to threshold = 2.65e+20 cm^-3
```
